# Biaxial Modulus of a (100) Silicon Wafer under Equal In-Plane Strain: test program

```python
"""Biaxial modulus of a (100) wafer of a cubic crystal.

Result under test: equal in-plane strain e with traction-free faces gives the
same in-plane stress M*e in every in-plane direction, where
    M = c11 + c12 - 2*c12**2/c11.
c11, c12, c44: cubic elastic constants (GPa), engineering shear strains.
Test crystal: diamond structure with Keating forces, alpha (bond stretching)
and beta (bond bending) in N/m, cube edge a in nm; N/m per nm equals GPa.
The lattice is strained and relaxed numerically, without using M.
"""
import numpy as np
from scipy.optimize import least_squares

alpha, beta, a = 40.0, 10.0, 0.5
identity = np.eye(3)
bond_vectors = a / 4 * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], dtype=float)
r0_squared = 3 * a**2 / 16
cell_volume = a**3 / 4
pairs = np.triu_indices(4, 1)
voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def residuals(strain, shift):
    """Terms whose squares sum to the energy density in GPa.

    Each bond pair occurs at both atoms of the cell, hence the doubled weight.
    """
    bonds = bond_vectors @ (identity + strain).T + shift
    products = bonds @ bonds.T
    stretch = np.diag(products) - r0_squared
    bend = products[pairs] + r0_squared / 3
    return np.concatenate([
        np.sqrt(3 * alpha / (8 * r0_squared * cell_volume)) * stretch,
        np.sqrt(2 * 3 * beta / (8 * r0_squared * cell_volume)) * bend])


def energy(strain, shift):
    return np.sum(residuals(strain, shift)**2)


def strain_matrix(engineering):
    return engineering[voigt] * np.where(identity == 1, 1.0, 0.5)


def cubic_matrix(k11, k12, k44):
    matrix = np.diag([k11 - k12] * 3 + [k44] * 3)
    matrix[:3, :3] += k12
    return matrix


# Symmetry: average an arbitrary stiffness over the tetrahedral rotations.
rng = np.random.default_rng(4)
general = rng.normal(size=(6, 6))
general = general + general.T
general_tensor = general[voigt[:, :, None, None], voigt[None, None, :, :]]
rotations = []
for turn in range(3):
    for signs in ([1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]):
        rotations.append(np.diag(signs) @ np.roll(identity, turn, axis=0))
average = sum(np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r,
                        general_tensor, optimize=True)
              for r in rotations) / len(rotations)
index_pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
reduced = np.array([[average[p + q] for q in index_pairs]
                    for p in index_pairs])
assert np.allclose(reduced, cubic_matrix(reduced[0, 0], reduced[0, 1],
                                         reduced[3, 3]), atol=1e-12)

# Elastic constants: curvature of the lattice energy, sublattices relaxed.
step = 1e-4
columns = []
for variable in range(9):
    q = np.zeros(9)
    q[variable] = step
    plus = residuals(strain_matrix(q[:6]), a * q[6:])
    minus = residuals(strain_matrix(-q[:6]), -a * q[6:])
    columns.append((plus - minus) / (2 * step))
jacobian = np.array(columns).T
hessian = 2 * jacobian.T @ jacobian
stiffness = hessian[:6, :6] - hessian[:6, 6:] @ np.linalg.solve(
    hessian[6:, 6:], hessian[6:, :6])
c11, c12, c44 = stiffness[0, 0], stiffness[0, 1], stiffness[3, 3]
assert np.allclose(stiffness, cubic_matrix(c11, c12, c44), atol=1e-6)
assert np.isclose(c11, (alpha + 3 * beta) / a, rtol=1e-8)
assert np.isclose(c12, (alpha - beta) / a, rtol=1e-8)
assert np.isclose(c44, 4 * alpha * beta / ((alpha + beta) * a), rtol=1e-8)
modulus = c11 + c12 - 2 * c12**2 / c11
assert np.isclose(modulus, (c11 - c12) * (c11 + 2 * c12) / c11)


def relax_wafer(normal, tangent, e):
    """Hold equal in-plane strain e; relax all other freedoms of the lattice."""
    other = np.cross(normal, tangent)
    nn = np.outer(normal, normal)
    nt = np.outer(normal, tangent)
    no = np.outer(normal, other)

    def deformation(y):
        strain = e * (identity - nn + y[0] * nn + y[1] * (nt + nt.T) / 2
                      + y[2] * (no + no.T) / 2)
        return strain, e * a * y[3:]

    fit = least_squares(lambda y: residuals(*deformation(y)) / e,
                        np.full(6, 0.3), jac='3-point',
                        xtol=1e-12, ftol=1e-12, gtol=1e-12)
    strain, shift = deformation(fit.x)
    return strain, shift, fit.x


def stress_along(direction, strain, shift):
    stretch = 1e-4 * np.outer(direction, direction)
    return (energy(strain + stretch, shift)
            - energy(strain - stretch, shift)) / 2e-4


def stress_per_strain(direction, state_plus, state_minus, e):
    """Opposite strains are combined to cancel the leading nonlinearity."""
    return (stress_along(direction, *state_plus[:2])
            - stress_along(direction, *state_minus[:2])) / (2 * e)


# Relaxed (100)-type wafer, normal along cube axis 3.
e = 1e-3
x_axis, y_axis, z_axis = identity
stretched = relax_wafer(z_axis, x_axis, e)
squeezed = relax_wafer(z_axis, x_axis, -e)
angles = [0, 20, 45]
directions = [np.array([np.cos(t), np.sin(t), 0.0])
              for t in np.radians(angles)]
lattice_moduli = [stress_per_strain(d, stretched, squeezed, e)
                  for d in directions]
energy_modulus = (energy(*stretched[:2]) + energy(*squeezed[:2])) / (2 * e**2)
thickness_ratio = (stretched[2][0] + squeezed[2][0]) / 2
assert np.allclose(lattice_moduli, modulus, rtol=1e-4)
assert np.isclose(energy_modulus, modulus, rtol=1e-4)
assert np.isclose(thickness_ratio, -2 * c12 / c11, rtol=1e-4)
assert np.max(np.abs(stretched[2][1:])) < 1e-5
assert energy_modulus < c11 + c12

# Uniaxial stress: E and Poisson ratio vary with angle, E/(1-nu) does not.
young, poisson = [], []
for d in directions:
    stress = np.outer(d, d)
    load = np.array([stress[p] for p in index_pairs])
    response = strain_matrix(np.linalg.solve(stiffness, load))
    across = np.cross(z_axis, d)
    young.append(1 / (d @ response @ d))
    poisson.append(-(across @ response @ across) / (d @ response @ d))
ratios = np.array(young) / (1 - np.array(poisson))
assert np.allclose(ratios, modulus, rtol=1e-8)
assert abs(young[0] - young[2]) > 5

# Opposite in-plane strains: the response is anisotropic.
stiffness_tensor = stiffness[voigt[:, :, None, None], voigt[None, None, :, :]]
opposite = []
for d in (directions[0], directions[2]):
    across = np.cross(z_axis, d)
    applied = np.outer(d, d) - np.outer(across, across)
    stress = np.einsum('ijkl,kl->ij', stiffness_tensor, applied)
    assert abs(stress[2, 2]) < 1e-6
    opposite.append(d @ stress @ d)
assert np.allclose(opposite, [c11 - c12, 2 * c44], rtol=1e-8)
assert abs(opposite[0] - opposite[1]) > 5

# A (110) wafer under equal in-plane strain has unequal stresses.
normal_110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
in_plane_110 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
plus_110 = relax_wafer(normal_110, z_axis, e)
minus_110 = relax_wafer(normal_110, z_axis, -e)
stress_001 = stress_per_strain(z_axis, plus_110, minus_110, e)
stress_1m10 = stress_per_strain(in_plane_110, plus_110, minus_110, e)
assert abs(stress_001 - stress_1m10) > 10

print(f"Bond-stretching constant alpha = {alpha:.1f} N/m")
print(f"Bond-bending constant beta = {beta:.1f} N/m")
print(f"Cube edge a = {a:.2f} nm")
print(f"c11 from lattice energy = {c11:.3f} GPa")
print(f"c12 from lattice energy = {c12:.3f} GPa")
print(f"c44 from lattice energy = {c44:.3f} GPa")
print(f"Biaxial modulus M from formula = {modulus:.3f} GPa")
print(f"Clamped-thickness value c11+c12 = {c11 + c12:.3f} GPa")
for angle, value in zip(angles, lattice_moduli):
    print(f"Relaxed lattice, stress/strain at {angle} deg = {value:.3f} GPa")
print(f"Relaxed lattice, energy density/e^2 = {energy_modulus:.3f} GPa")
print(f"Normal strain/e, relaxed lattice = {thickness_ratio:.4f} (no unit)")
print(f"Normal strain/e, -2*c12/c11 = {-2 * c12 / c11:.4f} (no unit)")
for angle, ey, nu, ratio in zip(angles, young, poisson, ratios):
    print(f"Young's modulus E at {angle} deg = {ey:.3f} GPa")
    print(f"In-plane Poisson ratio nu at {angle} deg = {nu:.4f} (no unit)")
    print(f"E/(1-nu) at {angle} deg = {ratio:.3f} GPa")
print(f"Strains (e,-e), stress/e along cube axis = {opposite[0]:.3f} GPa")
print(f"Strains (e,-e), stress/e at 45 deg = {opposite[1]:.3f} GPa")
print(f"(110) wafer, stress/strain along [001] = {stress_001:.2f} GPa")
print(f"(110) wafer, stress/strain along [1-10] = {stress_1m10:.2f} GPa")
print(f"Example in-plane strain e = {e:.4f} (no unit)")
print(f"Example in-plane stress M*e = {1000 * modulus * e:.2f} MPa")
print(f"Example normal strain = {-2 * c12 / c11 * e:.3e} (no unit)")
print("OK")
```

Running it gives:

```
Bond-stretching constant alpha = 40.0 N/m
Bond-bending constant beta = 10.0 N/m
Cube edge a = 0.50 nm
c11 from lattice energy = 140.000 GPa
c12 from lattice energy = 60.000 GPa
c44 from lattice energy = 64.000 GPa
Biaxial modulus M from formula = 148.571 GPa
Clamped-thickness value c11+c12 = 200.000 GPa
Relaxed lattice, stress/strain at 0 deg = 148.572 GPa
Relaxed lattice, stress/strain at 20 deg = 148.572 GPa
Relaxed lattice, stress/strain at 45 deg = 148.572 GPa
Relaxed lattice, energy density/e^2 = 148.571 GPa
Normal strain/e, relaxed lattice = -0.8571 (no unit)
Normal strain/e, -2*c12/c11 = -0.8571 (no unit)
Young's modulus E at 0 deg = 104.000 GPa
In-plane Poisson ratio nu at 0 deg = 0.3000 (no unit)
E/(1-nu) at 0 deg = 148.571 GPa
Young's modulus E at 20 deg = 115.647 GPa
In-plane Poisson ratio nu at 20 deg = 0.2216 (no unit)
E/(1-nu) at 20 deg = 148.571 GPa
Young's modulus E at 45 deg = 137.521 GPa
In-plane Poisson ratio nu at 45 deg = 0.0744 (no unit)
E/(1-nu) at 45 deg = 148.571 GPa
Strains (e,-e), stress/e along cube axis = 80.000 GPa
Strains (e,-e), stress/e at 45 deg = 128.000 GPa
(110) wafer, stress/strain along [001] = 164.88 GPa
(110) wafer, stress/strain along [1-10] = 202.93 GPa
Example in-plane strain e = 0.0010 (no unit)
Example in-plane stress M*e = 148.57 MPa
Example normal strain = -8.571e-04 (no unit)
OK
```
